# Exchange-Correlation Energy as a Coupling-Strength Integral at Fixed Density: a program that tests the result

```python
# Result under test (adiabatic connection at fixed density n):
#   E_xc[n] = integral_0^1 W(lam) dlam - U_H[n],  W(lam) = <Psi_lam|W|Psi_lam>
# Psi_lam: ground state of T + lam*W + sum_i v_lam(x_i), with v_lam chosen
#          so that the density n is the same for every coupling lam
# U_H: Hartree energy; E_xc is defined by E = T_s + sum(v*n) + U_H + E_xc
# T_s: kinetic energy of noninteracting electrons with density n
# Model: two electrons (singlet) in a 1D box on a lattice, soft repulsion.
# The density is represented by site occupations that add up to 2.
# Hartree atomic units throughout.
import numpy as np
from scipy import sparse
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOX = 6.0        # bohr
TILT = 0.1       # hartree per bohr
SOFT = 1.0       # bohr, softening length of the repulsion


class Lattice:
    """Symmetric two-electron states on a lattice with hard walls."""

    def __init__(self, sites):
        self.sites = sites
        self.h = BOX / (sites + 1)
        self.x = self.h * np.arange(1, sites + 1)
        self.v_ext = TILT * self.x
        off = np.full(sites - 1, -0.5 / self.h**2)
        self.t = (np.diag(np.full(sites, 1.0 / self.h**2))
                  + np.diag(off, 1) + np.diag(off, -1))
        self.w = 1.0 / np.sqrt((self.x[:, None] - self.x[None, :])**2
                               + SOFT**2)
        i, j = np.triu_indices(sites)
        size = len(i)
        rows = np.arange(size)
        self.count = np.zeros((size, sites))
        self.count[rows, i] += 1.0
        self.count[rows, j] += 1.0
        self.w_pair = self.w[i, j]
        # columns: |ii> or (|ij> + |ji>)/sqrt(2); duplicates are summed
        weight = np.where(i == j, 0.5, np.sqrt(0.5))
        basis = sparse.coo_matrix(
            (np.concatenate([weight, weight]),
             (np.concatenate([i * sites + j, j * sites + i]),
              np.concatenate([rows, rows]))),
            shape=(sites**2, size)).tocsr()
        one = sparse.identity(sites)
        t_sparse = sparse.csr_matrix(self.t)
        two_body_t = sparse.kron(t_sparse, one) + sparse.kron(one, t_sparse)
        self.kin = (basis.T @ two_body_t @ basis).toarray()

    def hamiltonian(self, lam, v):
        return self.kin + np.diag(lam * self.w_pair + self.count @ v)

    def ground(self, lam, v):
        e, c = eigh(self.hamiltonian(lam, v), subset_by_index=[0, 0])
        return e[0], c[:, 0]

    def occupation(self, c):
        return (c**2) @ self.count

    def repulsion(self, c):
        return float((c**2) @ self.w_pair)

    def definition(self):
        """Energy parts and E_xc from the definition, without any path."""
        energy, c = self.ground(1.0, self.v_ext)
        n = self.occupation(c)
        kinetic = float(c @ self.kin @ c)
        orbital = np.sqrt(n / 2.0)
        t_s = 2.0 * float(orbital @ self.t @ orbital)
        hartree = 0.5 * float(n @ self.w @ n)
        e_xc = energy - t_s - float(self.v_ext @ n) - hartree
        return dict(E=energy, n=n, T=kinetic, Ts=t_s, UH=hartree,
                    W=self.repulsion(c), Exc=e_xc)

    def fixed_density(self, lam, target):
        """Find v_lam by damped Newton steps with the exact response."""
        v = self.v_ext + 0.5 * (1.0 - lam) * (self.w @ target)
        e, c = eigh(self.hamiltonian(lam, v))
        miss = target - self.occupation(c[:, 0])
        for _ in range(40):
            if np.linalg.norm(miss) < 1e-11:
                break
            a = (c[:, 1:].T * c[:, 0]) @ self.count
            chi = 2.0 * a.T @ (a / (e[0] - e[1:])[:, None])
            # the added matrix only fixes the free constant in v
            dv = np.linalg.solve(chi - 1.0 / self.sites, miss)
            accepted = False
            for step in (1.0, 0.5, 0.25, 0.1, 0.03):
                e_new, c_new = eigh(self.hamiltonian(lam, v + step * dv))
                miss_new = target - self.occupation(c_new[:, 0])
                if np.linalg.norm(miss_new) < np.linalg.norm(miss):
                    v = v + step * dv
                    e, c, miss = e_new, c_new, miss_new
                    accepted = True
                    break
            if not accepted:
                break
        assert np.linalg.norm(miss) < 1e-10, "density not reproduced"
        return dict(E=e[0], v=v, W=self.repulsion(c[:, 0]),
                    F=e[0] - float(v @ target))


model = Lattice(23)
ref = model.definition()
n = ref["n"]

# Main test: path integral at fixed density against the definition
nodes, weights = np.polynomial.legendre.leggauss(8)
nodes, weights = 0.5 * (nodes + 1.0), 0.5 * weights
w_nodes = np.array([model.fixed_density(s, n)["W"] for s in nodes])
w_integral = float(weights @ w_nodes)
exc_path = w_integral - ref["UH"]
assert abs(exc_path - ref["Exc"]) < 1e-7

# Table of the integrand and Simpson's rule
lams = np.linspace(0.0, 1.0, 5)
table = [model.fixed_density(s, n) for s in lams]
w_table = np.array([p["W"] for p in table])
simpson = float(np.array([1, 4, 2, 4, 1]) @ w_table) / 12.0
assert abs(simpson - w_integral) < 1e-4   # error of a five-point rule

# Variational bounds: the slope of F lies between neighbouring W values
slopes = np.diff([p["F"] for p in table]) / np.diff(lams)
assert np.all(slopes < w_table[:-1]) and np.all(slopes > w_table[1:])

# Noninteracting end: T_s, exchange limit and Kohn-Sham potential
start = table[0]
assert abs(start["F"] - ref["Ts"]) < 1e-8
assert abs(start["W"] - 0.5 * ref["UH"]) < 1e-8
orbital = np.sqrt(n / 2.0)
v_orbital = -(model.t @ orbital) / orbital
difference = v_orbital - start["v"]
assert np.ptp(difference) < 1e-6          # equal up to a constant

# Hellmann-Feynman theorem on the path, by central differences
mid, step = 0.5, 0.01
lower = model.fixed_density(mid - step, n)
upper = model.fixed_density(mid + step, n)
slope_e = (upper["E"] - lower["E"]) / (2 * step)
slope_v = float(n @ (upper["v"] - lower["v"])) / (2 * step)
w_mid = table[2]["W"]
assert abs(slope_e - (w_mid + slope_v)) < 1e-5   # step error of order step^2
assert abs(slope_v) > 1e-2                # the potential term does matter

# Frozen potential: the theorem holds, but the integral is another quantity
w_frozen = float(weights @ np.array(
    [model.repulsion(model.ground(s, model.v_ext)[1]) for s in nodes]))
e_frozen0, c_frozen0 = model.ground(0.0, model.v_ext)
assert abs(w_frozen - (ref["E"] - e_frozen0)) < 1e-7
false_exc = w_frozen - ref["UH"]
assert abs(false_exc - ref["Exc"]) > 1e-3
density_shift = np.max(np.abs(model.occupation(c_frozen0) - n)) / model.h

# Kinetic part of the correlation energy is positive
t_c = ref["T"] - ref["Ts"]
assert t_c > 0.0

fine = Lattice(47)
fine_ref = fine.definition()


def show(label, value, unit="hartree", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


show("box length", BOX, "bohr", 1)
show("slope of external potential", TILT, "hartree/bohr", 1)
show("softening length", SOFT, "bohr", 1)
print(f"interior lattice points: {model.sites}")
show("lattice spacing", model.h, "bohr", 3)
print("-- interacting ground state and definition of E_xc --")
show("total energy E", ref["E"])
show("kinetic energy T", ref["T"])
show("repulsion W_1", ref["W"])
show("external energy sum(v n)", float(model.v_ext @ n))
show("noninteracting kinetic energy T_s", ref["Ts"])
show("Hartree energy U_H", ref["UH"])
show("E_xc from definition", ref["Exc"])
print("-- path of fixed density --")
for s, value in zip(lams, w_table):
    show(f"W at lambda = {s:.2f}", value)
for k, value in enumerate(slopes):
    show(f"slope of F, lambda {lams[k]:.2f} to {lams[k+1]:.2f}", value)
show("integral of W, Gauss 8 points", w_integral)
show("integral of W, Simpson 5 points", simpson)
show("E_xc from path integral", exc_path)
show("E_xc from path integral", exc_path * HARTREE_EV, "eV", 4)
print(f"path minus definition: {exc_path - ref['Exc']:.1e} hartree")
print("-- parts of E_xc --")
show("exchange energy W_0 - U_H", w_table[0] - ref["UH"])
show("correlation energy E_xc - E_x", exc_path - w_table[0] + ref["UH"])
show("W_1 - U_H", ref["W"] - ref["UH"])
show("kinetic part T - T_s", t_c)
print("-- Hellmann-Feynman check at lambda = 0.50 --")
show("dE/dlambda by differences", slope_e)
show("potential term sum(n dv/dlambda)", slope_v)
show("W plus potential term", w_mid + slope_v)
print("-- frozen external potential --")
show("energy at lambda = 0", e_frozen0)
show("integral of W", w_frozen)
show("integral of W minus U_H[n]", false_exc)
show("largest density change at lambda = 0", density_shift, "1/bohr", 4)
print("-- lattice with half the spacing --")
show("total energy E", fine_ref["E"])
show("E_xc from definition", fine_ref["Exc"])
print("no test failed")
```

Output:

```
box length: 6.0 bohr
slope of external potential: 0.1 hartree/bohr
softening length: 1.0 bohr
interior lattice points: 23
lattice spacing: 0.250 bohr
-- interacting ground state and definition of E_xc --
total energy E: 1.462166 hartree
kinetic energy T: 0.349877 hartree
repulsion W_1: 0.584289 hartree
external energy sum(v n): 0.528000 hartree
noninteracting kinetic energy T_s: 0.320214 hartree
Hartree energy U_H: 1.308080 hartree
E_xc from definition: -0.694129 hartree
-- path of fixed density --
W at lambda = 0.00: 0.654040 hartree
W at lambda = 0.25: 0.630543 hartree
W at lambda = 0.50: 0.611243 hartree
W at lambda = 0.75: 0.596092 hartree
W at lambda = 1.00: 0.584289 hartree
slope of F, lambda 0.00 to 0.25: 0.641981 hartree
slope of F, lambda 0.25 to 0.50: 0.620526 hartree
slope of F, lambda 0.50 to 0.75: 0.603351 hartree
slope of F, lambda 0.75 to 1.00: 0.589949 hartree
integral of W, Gauss 8 points: 0.613951 hartree
integral of W, Simpson 5 points: 0.613946 hartree
E_xc from path integral: -0.694129 hartree
E_xc from path integral: -18.8882 eV
path minus definition: -2.3e-13 hartree
-- parts of E_xc --
exchange energy W_0 - U_H: -0.654040 hartree
correlation energy E_xc - E_x: -0.040089 hartree
W_1 - U_H: -0.723791 hartree
kinetic part T - T_s: 0.029662 hartree
-- Hellmann-Feynman check at lambda = 0.50 --
dE/dlambda by differences: -0.731626 hartree
potential term sum(n dv/dlambda): -1.342870 hartree
W plus potential term: -0.731627 hartree
-- frozen external potential --
energy at lambda = 0: 0.818475 hartree
integral of W: 0.643691 hartree
integral of W minus U_H[n]: -0.664389 hartree
largest density change at lambda = 0: 0.1513 1/bohr
-- lattice with half the spacing --
total energy E: 1.463038 hartree
E_xc from definition: -0.694098 hartree
no test failed
```
